# First-order ferroelectric transition in the sixth-order Landau-Devonshire model, part 2

A uniaxial, stress-free, single-domain ferroelectric has polarisation $P$ in a field $E$. How do the slopes of its inverse susceptibility compare on the two sides of a first-order transition? In SI units and at fixed temperature,

$$G(P,T,E)=\tfrac12 aP^2+\tfrac14 bP^4+\tfrac16 cP^6-EP ,$$

with $a=a_0(T-T_0)$, $a_0>0$, and $b$, $c$ constant. The inverse susceptibility is $\kappa=(\partial E/\partial P)_T=a+3bP^2+5cP^4$, taken at $E\to0$, and $\chi=1/(\varepsilon_0\kappa)$. Subscripts $p$ and $f$ mark the paraelectric and polar phases: $\kappa_p=a$ and $\chi_p=C/(T-T_0)$, with $C=1/(\varepsilon_0a_0)$.

Two continuous cases serve as tests, both for $T<T_0$: $\kappa_f=-2a$ for $b>0$, $c=0$ (section 2), and $\kappa_f=-4a$ for $b=0$, $c>0$ (section 3).

The first-order case has $b=-\beta$ with $\beta,c>0$. Nonzero stationary points at $E=0$ obey

$$cP^4-\beta P^2+a=0, \tag{1}$$

$$P_\pm^2=\frac{\beta\pm D}{2c},\qquad D=\sqrt{\beta^2-4ac}. \tag{2}$$

$P_+$ is the polar minimum and $P_-$ the barrier. At $P_+$,

$$\kappa_f=2DP_+^2=\frac{D\,(D+\beta)}{c}. \tag{4}$$

The polar minimum vanishes on heating at $T^*$, with polarisation $P^*$:

$$T^*=T_0+\frac{\beta^2}{4a_0c},\qquad P^{*2}=\frac{\beta}{2c}. \tag{5}$$

$$D^2=4a_0c\,(T^*-T_0)-4a_0c\,(T-T_0)=4a_0c\,(T^*-T). \tag{6}$$

Near $T^*$, $\kappa_f\propto(T^*-T)^{1/2}$ (section 5).

The two phases have equal energy at $T_c$, where $P_+=P_c$, $D=\beta/2$, $P_-^2=P_c^2/3$ and $a=a_c=3\beta^2/(16c)$:

$$P_c^2=\frac{3\beta}{4c}. \tag{8}$$

$$T_c=T_0+\frac{3\beta^2}{16a_0c}. \tag{9}$$

$$G(P,T_c)=\frac{c}{6}\,P^2\,(P^2-P_c^2)^2 . \tag{10}$$

Hence $(T^*-T_0)/(T_c-T_0)=4/3$ (section 6). The barrier height at $T_c$ is $\beta^3/(96c^2)$, the entropy jump $\Delta S=\tfrac12a_0P_c^2$ and the latent heat $T_c\,\Delta S$. Section 8 found $\kappa_f(T_c)=3\beta^2/(4c)$, so

$$\frac{\kappa_f(T_c)}{\kappa_p(T_c)}=4,\qquad \chi_p(T_c)=4\,\chi_f(T_c). \tag{11}$$

Electrostriction adds $\tfrac12Ye^2-qeP^2$ to the energy, with strain $e$, elastic modulus $Y$ and coupling constant $q$. Free relaxation of $e$ contributes $-2q^2/Y$ to $b$.

## 9. The slopes: $-8$ at $T_c$, and where $-4$ survives

For the slope it helps to remove $cP^4$ rather than $a$ from the curvature. From (1), $cP^4=\beta P^2-a$, so

$$\kappa_f=a-3\beta P_+^2+5(\beta P_+^2-a)=-4a+2\beta P_+^2 . \tag{12}$$

At $T_c$ this is $-\tfrac{3\beta^2}{4c}+\tfrac{3\beta^2}{2c}=\tfrac{3\beta^2}{4c}$, in agreement with section 8. The rate of change of $P_+^2$ comes from differentiating (1) along the branch, with $u=P_+^2$: $(2cu-\beta)\,du/dT+a_0=0$. Since $2cu-\beta=D$,

$$\frac{d(P_+^2)}{dT}=-\frac{a_0}{D}. \tag{13}$$

Differentiating (12),

$$\frac{d\kappa_f}{dT}=-4a_0-\frac{2\beta a_0}{D}=-2a_0\Big(2+\frac{\beta}{D}\Big). \tag{14}$$

A second route checks this. From (6), $2D\,dD/dT=-4a_0c$, so $dD/dT=-2a_0c/D$. From (4), $d\kappa_f/dD=(2D+\beta)/c$. The product is $-2a_0(2D+\beta)/D$, which is (14).

At $T_c$, $\beta/D=2$, and

$$\frac{d\kappa_f}{dT}\Big|_{T_c}=-4a_0-4a_0=-8a_0 .$$

The slope ratio at the transition is $-8$. The two terms of (14) are equal there, so anyone who differentiates (12) and forgets that $P_+^2$ depends on temperature obtains $-4a_0$, exactly half the true slope. The other road to a wrong four is to carry the value ratio (11) over to the slopes. That step would be legitimate if $\kappa_f$ and $\kappa_p$ were straight lines meeting at a common zero, as in sections 2 and 3, where $\kappa_f(T_0-\tau)/\kappa_p(T_0+\tau)$ equals the magnitude of the slope ratio for every $\tau>0$. In the first-order case $\kappa_p$ vanishes at $T_0$ and $\kappa_f$ at $T^*$, and $\kappa_f$ is curved.

With $\beta^2=4a_0c(T^*-T_0)$ and (6), the ratio $R=a_0^{-1}d\kappa_f/dT$ can be written in temperatures alone:

$$R(T)=-4-2\sqrt{\frac{T^*-T_0}{T^*-T}} . \tag{15}$$

Each limit can be read off. At $T_c$ the fraction under the root is $(4/16)/(1/16)=4$, and $R=-8$. At $T_0$ the fraction is one, and $R=-6$. At $T^*$ the ratio diverges, as the square-root law of section 5 requires. For $T^*-T\gg T^*-T_0$, $R\to-4$: at large $P$ the sixth-order term outweighs the quartic one and the crystal behaves as if $b$ were zero. The approach is slow, since the correction falls only as the inverse square root of the distance from $T^*$. For $\beta>0$ the magnitude of $R$ exceeds four at every temperature.

Test on $\beta=0$: (14) gives $-4a_0$ at all $T<T_0$, as in section 3. Test on the quartic case: with $\beta=-b$ and $c\to0$, $D\to b$, so $\beta/D\to-1$ and (14) gives $-2a_0$, as in section 2.

The limit $\beta\to0$ needs care. At $T_c$ itself $R=-8$ for every $\beta>0$, however small, while $R=-4$ for $\beta=0$. There is no contradiction. By (15), $R$ depends on $T$ only through $(T^*-T_0)/(T^*-T)$. At $T_c$ this fraction is always four, but at any fixed $T<T_0$ it tends to zero as $T^*-T_0\propto\beta^2$ shrinks, and there $R\to-4$. For a weakly first-order crystal, a straight line fitted to $\kappa_f$ over a range ending at $T_c$ and much wider than $T^*-T_0$ has a slope ratio of magnitude between four and eight, closer to four the wider the range. The value $-8$ is the tangent at $T_c$.

## 10. Worked example

The inputs are chosen for illustration and are not measured values; they are of the order of magnitude met in barium titanate polarised along a cube axis. The digits carried below let the arithmetic be followed and are not predictions for that material. The inputs are $a_0=6.7\times10^5$ J m C⁻² K⁻¹, $b=-8.0\times10^8$ J m⁵ C⁻⁴, $c=1.65\times10^{10}$ J m⁹ C⁻⁶ and $T_0=381$ K. The capacitor has area $A=1$ mm² and thickness $d=100$ µm.

With $\varepsilon_0=8.8542\times10^{-12}$ F/m, the Curie constant is $C=1/(8.8542\times10^{-12}\times6.7\times10^5)=1.6857\times10^5$ K. The temperature scale of the problem is

$$\frac{\beta^2}{a_0c}=\frac{(8.0\times10^8)^2}{6.7\times10^5\times1.65\times10^{10}}=57.892\ \text{K}.$$

Then $T_c-T_0=\tfrac3{16}\times57.892=10.855$ K and $T_c=391.855$ K. Likewise $T^*-T_0=\tfrac14\times57.892=14.473$ K and $T^*=395.473$ K. The superheating range is $57.892/16=3.618$ K, and $14.473/10.855=1.3333$.

The jump follows from $P_c^2=3\times8.0\times10^8/(4\times1.65\times10^{10})=0.036364$ C²/m⁴, so $P_c=0.19069$ C/m². At the superheating limit $P^*=\sqrt{8.0\times10^8/(2\times1.65\times10^{10})}=0.1557$ C/m². The barrier at $T_c$ lies at $0.19069/\sqrt3=0.1101$ C/m² and has height $(8.0\times10^8)^3/[96\times(1.65\times10^{10})^2]=19590$ J/m³. The entropy jump is $\tfrac12\times6.7\times10^5\times0.036364=12182$ J m⁻³ K⁻¹, and the latent heat is $391.855\times12182=4.77\times10^6$ J/m³, far larger than the barrier height.

At $T_c$, $D=\beta/2=4\times10^8$ J m⁵ C⁻⁴. The inverse susceptibilities are $\kappa_p=6.7\times10^5\times10.855=7.273\times10^6$ J m C⁻² and $\kappa_f=2DP_c^2=2\times4\times10^8\times0.036364=2.9091\times10^7$ J m C⁻², in the ratio $4$. The susceptibilities are $\chi_p=1.6857\times10^5/10.855=15529$ and $\chi_f=1/(8.8542\times10^{-12}\times2.9091\times10^7)=3882$.

For the slope, (13) gives $d(P_+^2)/dT=-6.7\times10^5/(4\times10^8)=-0.001675$ C² m⁻⁴ K⁻¹. The two terms of (14) are $-4a_0=-2.68\times10^6$ and $2\beta\,d(P_+^2)/dT=2\times8.0\times10^8\times(-0.001675)=-2.68\times10^6$, both in J m C⁻² K⁻¹. Their sum is $-5.36\times10^6$, and division by the paraelectric slope $6.7\times10^5$ gives $-8$. The pyroelectric coefficient just below $T_c$ is $dP/dT=(2P_c)^{-1}d(P_+^2)/dT=-0.001675/(2\times0.19069)=-0.00439$ C m⁻² K⁻¹. It is finite, whereas at a continuous transition it diverges because $P\to0$ with infinite slope.

The electrode charge is $Q=A(\varepsilon_0E+P)$ and $V=Ed$, so the small-signal capacitance is $dQ/dV=\varepsilon_0(1+\chi)A/d$. Just above $T_c$ this is $8.8542\times10^{-12}\times(1+15529)\times10^{-6}/10^{-4}$ F $=1.3751$ nF, and just below it is $8.8542\times10^{-12}\times(1+3882)\times10^{-6}/10^{-4}$ F $=0.3438$ nF. The ratio comes out as $3.9992$, not $4$. The vacuum term is responsible: with $\chi_p=4\chi_f$, $(1+4\chi_f)/(1+\chi_f)=4-3/(1+\chi_f)=4-3/(1+3882)=3.9992$. These are isothermal values, reached only at low measuring frequency; section 11 gives the adiabatic values for the same plate. A short-circuited, poled plate that transforms at $T_c$ sends the charge $AP_c=10^{-6}\times0.19069$ C $=190.69$ nC through the circuit.

Along the polar branch, from (2), (4) and (14):

| $T$ (K) | $D$ (J m⁵ C⁻⁴) | $P_+$ (C/m²) | $\chi_f$ | $R$ |
|---|---|---|---|---|
| 300.000 | $2.0547\times10^9$ | 0.2941 | 318 | $-4.779$ |
| 381.000 | $8.0000\times10^8$ | 0.2202 | 1456 | $-6.000$ |
| 391.855 | $4.0000\times10^8$ | 0.1907 | 3882 | $-8.000$ |
| 393.855 | $2.6751\times10^8$ | 0.1799 | 6526 | $-9.981$ |
| 394.973 | $1.4869\times10^8$ | 0.1696 | 13210 | $-14.760$ |

The first row reads $R=-2\,(2+8.0\times10^8/2.0547\times10^9)=-4.779$. Even at 300 K the ratio is well away from $-4$, so for these parameters the limit $-4$ is formal: even at $T=0$, (15) gives $-4-2\sqrt{14.473/395.473}=-4.38$. The last two rows are superheated states, 2 K above $T_c$ and half a kelvin below $T^*$. There $\chi_f$ climbs steeply, and $P_+$ falls ever faster toward the finite value $P^*$, since by (13) its slope diverges at $T^*$.

The numerical check below tests these results in two ways. Symbolic algebra solves the coexistence conditions, finds the zero of the discriminant, expands (10), and obtains the slope by implicit differentiation of the equation of state. Separately, $G$, including its term $-EP$, is minimised numerically in high precision (the grid search for $T^*$ uses ordinary double precision). Bisection locates the temperature where the polar minimum crosses zero, which gives $391.855$ K, and the temperature where $G$ ceases to fall anywhere on a grid of positive $P$, which gives $395.473$ K. At the $T_c$ of (9), which the bisection confirms, finite differences in $E$ give $\kappa$, and finite differences in $T$ give the slopes and the entropy jump. The ratios found this way are $4.000000$ for the values and $-8.000000$ for the slopes at $T_c$, $-4.000000$ for $b=0$, and $-2.000000$ for $b>0$, $c=0$.

## 11. Where the numbers change

The value ratio and the slope ratio are not equally robust. The value ratio (11) used only the shape of $G$ at the single temperature $T_c$. It survives any temperature dependence of $a$, $\beta$ and $c$, provided the energy stops at sixth order. An eighth-order term $\tfrac18hP^8$ turns (10) into $P^2(P^2-P_c^2)^2\,(w+\tfrac18hP^2)$ with a constant $w>0$. The last factor is larger at $P_c$ than at $0$ for $h>0$, so the value ratio rises to $4\,[1+hP_c^2/(8w)]$. Adding $h=10^{11}$ J m¹³ C⁻⁸ to the inputs of section 10 gives a value ratio of $4.43$, a slope ratio of $-8.58$ and $(T^*-T_0)/(T_c-T_0)=1.35$.

The slope ratio is more fragile. Let $\beta$ depend on temperature with derivative $\beta'$, at constant $c$. From $D^2=\beta^2-4ac$, $D'=(\beta\beta'-2a_0c)/D$, and from (4), $\kappa_f'=[(2D+\beta)D'+D\beta']/c$. At coexistence $D=\beta/2$ still holds, so $D'=2\beta'-4a_0c/\beta$ and $2D+\beta=2\beta$. Then

$$\kappa_f'=\frac{4\beta\beta'-8a_0c+\tfrac12\beta\beta'}{c}=-8a_0+\frac{9\beta\beta'}{2c}.$$

At constant $c$ the ratio $-8$ needs $|\beta'|\ll a_0c/\beta$. If $c$ varies too, with derivative $c'$, then $D'$ gains the term $-4a_cc'/\beta=-3\beta c'/(4c)$. Multiplied by $2\beta/c$, this adds $-3\beta^2c'/(2c^2)$ to $\kappa_f'$, and the factor $1/c$ in (4) adds $-\kappa_fc'/c=-3\beta^2c'/(4c^2)$. Together they give $-9\beta^2c'/(4c^2)$, so $|c'|\ll a_0c^2/\beta^2$ is needed as well. For a real crystal such as barium titanate both conditions have to be checked and not assumed: with $\beta'=-a_0c/\beta$ and constant $c$ the ratio is already $-8-4.5=-12.5$, while the value ratio is still $4$. A quartic coefficient that grows more negative on cooling, $\beta'<0$, makes the polar slope steeper still. The ratio $4/3$ of section 6 also needs constant $\beta$ and $c$. As an illustration, take $a_0=6.68\times10^5$, $T_0=381$ K, $\beta=8.08\times10^8-1.876\times10^7\,(T-393\ \text{K})$ and $c=1.656\times10^{10}-3.312\times10^8\,(T-393\ \text{K})$ in SI units, which at 393 K nearly equal the inputs of section 10. Then $T_c=392.28$ K and $T^*=394.98$ K, so $(T^*-T_0)/(T_c-T_0)=1.24$, the supercooling range is $4.2$ times the superheating range, and the slope ratio at $T_c$ is $-11.5$, while the value ratio is still $4$. The entropy jump changes as well: the temperature derivative of $G$ at fixed $P$ then gives $\Delta S=\tfrac12a_0P_c^2-\tfrac14\beta'P_c^4+\tfrac16c'P_c^6$.

The susceptibility was taken at fixed temperature. An alternating field too fast for heat to flow probes it at fixed entropy. For constant $\beta$ and $c$ the entropy is $S=S_p(T)-\tfrac12a_0P^2$, so $dS=0$ means $(c_P/T)\,dT=a_0P\,dP$, with $c_P=T\,dS_p/dT$ the heat capacity per unit volume at constant polarisation. The equation of state gives $dE=\kappa\,dP+a_0P\,dT$. Eliminating $dT$, the adiabatic inverse susceptibility is $\kappa_S=\kappa+a_0^2P^2T/c_P$. The correction vanishes in the paraelectric phase and stiffens the polar phase, so both ratios shift. For the example of section 10 with a chosen constant $c_P=2.5\times10^6$ J m⁻³ K⁻¹, the value ratio becomes $4.35$, the slope ratio $-8.17$, and the capacitance just below $T_c$ falls from $0.3438$ nF to $0.316$ nF. With a thermal conductivity of about 4 W m⁻¹ K⁻¹, heat crosses the 100 µm plate fast enough only below a few hundred hertz, even with both faces held at fixed temperature, so a measurement at kilohertz frequencies is close to the adiabatic case.

Mechanical conditions matter through $b$. Above the piezoelectric resonances of the sample the strain cannot follow the alternating part of $P$, and the polar phase responds with a clamped, larger stiffness. A film held rigidly by a thick substrate, without misfit dislocations to relieve it, cannot relax its in-plane strain, so it loses part of the term $-2q^2/Y$; its $b$ may be positive, and its transition is then continuous, with slope ratio $-2$ at the temperature where $a$ vanishes. A fixed misfit strain $e_0$ turns $-qe_0P^2$ into a shift of $a$ by $-2qe_0$, so this temperature is displaced from the $T_0$ of the free crystal.

Imperfect screening at the electrodes leaves a depolarising field proportional to $-P$, which adds a term $\tfrac12\lambda P^2$ with $\lambda>0$. This replaces $a$ by $a_0(T-T_0)+\lambda$ and lowers $T_0$, $T_c$ and $T^*$ together by $\lambda/a_0$, as long as the crystal stays in one domain. If it breaks into domains, the motion of domain walls adds to the measured susceptibility below $T_c$. In a crystal with several equivalent polar axes, such as barium titanate, some domains can also be polarised across the applied field; they respond with a transverse susceptibility that this uniaxial model does not contain. The measured value is then not the single-domain $\chi_f$. Electronic polarisation and polar lattice modes other than the soft one add a background susceptibility in both phases, which acts like the vacuum term in the capacitance ratio and should be subtracted before $\kappa$ is formed. Finally, the theory treats $P$ as uniform and neglects its spatial fluctuations. These grow as $\kappa\to0$, so the neglect is least safe for the paraelectric phase near $T_0$ and for the polar phase near $T^*$. At $T_c$ both curvatures are still finite.

## Values computed for the example and the checks

```
input a0 = 6.7e+05 J m C^-2 K^-1
input b = -8e+08 J m^5 C^-4
input c = 1.65e+10 J m^9 C^-6
input T0 = 381 K
input area = 1 mm^2
input thickness = 100 um
epsilon_0 = 8.8542e-12 F/m
Curie constant 1/(eps0 a0) = 1.6857e+05 K
beta^2/(a0 c) = 57.892 K
Tc - T0 = 10.855 K
Tc = 391.855 K
Tc by bisection = 391.855 K
T* - T0 = 14.473 K
T* = 395.473 K
T* by grid search = 395.473 K
T* - Tc = 3.6183 K
(T*-T0)/(Tc-T0) = 1.3333
Pc^2 = 0.036364 C^2/m^4
Pc = 0.19069 C/m^2
P* = 0.1557 C/m^2
barrier position at Tc = 0.1101 C/m^2
barrier height at Tc = 19590 J/m^3
entropy jump = 12182 J m^-3 K^-1
latent heat = 4.7735e+06 J/m^3
D at Tc = 4e+08 J m^5 C^-4
kappa para at Tc = 7.2727e+06 J m C^-2
kappa ferro at Tc = 2.9091e+07 J m C^-2
value ratio kappa_f/kappa_p = 4.000000
chi para at Tc = 15529
chi ferro at Tc = 3882
slope para = 6.7e+05 J m C^-2 K^-1
slope ferro at Tc = -5.36e+06 J m C^-2 K^-1
slope ratio at Tc = -8.000000
d(P^2)/dT at Tc = -0.001675 C^2 m^-4 K^-1
term -4 a0 = -2.68e+06 J m C^-2 K^-1
term 2 beta d(P^2)/dT at Tc = -2.68e+06 J m C^-2 K^-1
dP/dT at Tc = -0.0043919 C m^-2 K^-1
slope ratio, b = 0 = -4.000000
slope ratio, b > 0, c = 0 = -2.000000
capacitance above Tc = 1.3751 nF
capacitance below Tc = 0.34384 nF
capacitance ratio = 3.9992
charge released at Tc = 190.69 nC
polar branch: T (K), D (J m^5 C^-4), P (C/m^2), chi, slope ratio
300.000  2.0547e+09  0.2941  318  -4.779
381.000  8.0000e+08  0.2202  1456  -6.000
391.855  4.0000e+08  0.1907  3882  -8.000
393.855  2.6751e+08  0.1799  6526  -9.981
394.973  1.4869e+08  0.1696  13210  -14.760
```
